Negative fitted Curie–Weiss temperature of Ce³⁺ from a cubic crystal field, part 1

(Sections cited here and not found follow in the second part.)

A negative Curie–Weiss temperature without exchange: the Ce³⁺ ion in a cubic crystal field

What dimensions and symmetry allow

Suppose the lowest multiplet of an isolated ion is split by its surroundings into two levels separated by one gap Δ. All energies here are divided by Boltzmann's constant k and given in kelvin. The linear susceptibility can then depend on temperature only through the prefactor C/T of the free ion and the pure number x = Δ/T:

χ = C f(x)/T,  f(0) = 1.

The condition f(0) = 1 says that a splitting much smaller than T is not resolved. A straight line fitted to 1/χ between T₁ and T₂, and read in the Curie–Weiss convention χ = C_fit/(T − θ), gives an intercept that must have the form θ = Δ × (a function of T₁/Δ and T₂/Δ). Nothing in this makes θ vanish.

Expand f = 1 + a₁x − αx² + …. Then C/χ = T/f = T − a₁Δ + O(Δ²/T), so a₁Δ would be a true, window-independent intercept. Cubic symmetry removes it. The term a₁Δ is linear in the crystal-field Hamiltonian ℋ. In cubic symmetry χ is the same for every field direction (shown in the next section), so it equals its average over directions. Turning the field is equivalent to turning ℋ the opposite way, and for a term linear in ℋ the average over directions can be taken on ℋ itself. The average of ℋ over all rotations commutes with every rotation of the multiplet and is therefore a multiple of the identity, a shift of the energy zero, which cannot affect χ. Hence a₁ = 0 and

C/χ = T + αΔ²/T + ….

The tangent to this curve at T₀ has slope 1 − αΔ²/T₀² and meets the vertical axis at T₀ + αΔ²/T₀ − T₀(1 − αΔ²/T₀²) = 2αΔ²/T₀. Its zero lies at θ ≈ −2αΔ²/T₀. At high temperature the fitted intercept is thus, to leading order, even in Δ and of order Δ²/T, and it is tied to the window. The sign and size of α need a calculation. The inference "θ < 0, therefore antiferromagnetic exchange" is refuted by one ion with no neighbours and α > 0.

The counter-example: levels and states

Ce³⁺ has one 4f electron, L = 3, S = 1/2, and ground multiplet J = 5/2. The J = 7/2 multiplet is neglected until the last section. With the spin g-factor set to 2, the moment operator L + 2S = J + S acts within the multiplet as gJ, where g − 1 = ⟨J·S⟩/J(J+1) and J·S = [J(J+1) + S(S+1) − L(L+1)]/2 follows from squaring L = J − S:

g = 1 + (35/4 + 3/4 − 12)/(35/2) = 1 − 1/7 = 6/7.

The 36 operators on the six states are spanned by the traceless symmetrized polynomials in Jx, Jy, Jz of degree 0 to 5 (1 + 3 + 5 + 7 + 9 + 11 = 36), which rotate like harmonic polynomials in x, y, z. Time reversal sends J to −J, so an electrostatic ℋ has degree 0, 2 or 4. Every cubic point group contains the rotations by π about the three cube axes and the threefold rotation that permutes them. A rotation by π reverses two coordinates, so an invariant monomial has three exponents of equal parity, and in even total degree they are all even. In degree 2 this leaves x², y², z², and the permutation leaves only r², which is not traceless: there is no second-degree term. The same argument applied to the symmetric tensor χ_αβ makes it a multiple of the unit tensor, which is the isotropy used above. In degree 4 the invariants are x⁴ + y⁴ + z⁴ and x²y² + y²z² + z²x²; one combination is r⁴, so one traceless invariant remains. Therefore ℋ = constant + constant × W, with W = Jx⁴ + Jy⁴ + Jz⁴. A sixth-degree term cannot act, because the degree stops at 2J = 5.

With Jx = (J₊ + J₋)/2 and Jy = (J₊ − J₋)/2i, products with an odd number of J₋ cancel in the sum of fourth powers:

Jx⁴ + Jy⁴ = (1/8)[J₊⁴ + J₋⁴ + S₂₂],

where S₂₂ is the sum of the six orderings of two J₊ and two J₋. The squared ladder elements J(J+1) − M(M+1) for the five steps from M = −5/2 to 5/2 are 5, 8, 9, 8, 5. Let p, p₂ be those of the first and second step up from M, and d, d₂ those of the steps down. The six orderings are the six closed walks of four steps and contribute p p₂, p², pd, dp, d², d d₂, so ⟨M|S₂₂|M⟩ = (p + d)² + p p₂ + d d₂. This gives 25 + 40 = 65 for |M| = 5/2, 169 + 72 = 241 for |M| = 3/2, and 289 + 40 + 72 = 401 for |M| = 1/2. Dividing by 8 and adding M⁴, the diagonal of W is 755/16, 563/16, 803/16, with mean 707/16. The off-diagonal element is ⟨5/2|W|−3/2⟩ = (1/8)√(8·9·8·5) = 3√5, and likewise for the mirror pair. The traceless operator 20(W − 707/16) has diagonal 60, −180, 120 and off-diagonal 60√5. This is the Stevens combination O₄⁰ + 5O₄⁴, and the convention is

ℋ = B₄(O₄⁰ + 5O₄⁴).

The states |±1/2⟩ are not connected to anything and have energy 120B₄. On the pair (|±5/2⟩, |∓3/2⟩) the block has trace −120 and determinant −10800 − 18000 = −28800 in units of B₄, so its eigenvalues solve ε² + 120ε − 28800 = 0, that is ε = 120 and −240. For ε = −240 the first row reads 300c₁ + 60√5 c₂ = 0, so c₂ = −√5 c₁. The result is a doublet and a quartet:

Γ7, E₇ = −240B₄:  √(1/6)|±5/2⟩ − √(5/6)|∓3/2⟩
Γ8, E₈ = +120B₄:  √(5/6)|±5/2⟩ + √(1/6)|∓3/2⟩ and |±1/2⟩
Δ = E₈ − E₇ = 360B₄.

Positive Δ puts Γ7 lowest, negative Δ puts Γ8 lowest. The numerical check tests the uniqueness of ℋ by averaging a random Hermitian matrix over the 48 elements of the octahedral double group and finding only the identity and O₄⁰ + 5O₄⁴.

Jz is diagonal in M, so its elements are sums over the two components (upper signs):

⟨Γ7|Jz|Γ7⟩ = (1/6)(5/2) − (5/6)(3/2) = −5/6
⟨Γ8|Jz|Γ8⟩ = (5/6)(5/2) − (1/6)(3/2) = 11/6, and 1/2 for |1/2⟩
⟨Γ7|Jz|Γ8⟩ = (√5/6)(5/2) + (√5/6)(3/2) = 2√5/3, whose square is 20/9.

States built from different M do not connect, so Jz is already diagonal within each level. The sums of squared elements are 2(25/36) = 25/18 within Γ7, 2(121/36) + 2(1/4) = 65/9 within Γ8, and 2(20/9) = 40/9 from Γ7 to Γ8. As a check, 25/18 + 65/9 + 2(40/9) = 35/2 = Tr Jz².

The susceptibility

The moment is −gμ_B J, so a field B along z adds gμ_B B Jz to the energy. Write this as −hJz with h = −gμ_B B/k. The molar magnetization is −N_A gμ_B⟨Jz⟩, the two minus signs cancel, and in Gaussian units

χ = (N_A g²μ_B²/k) χ_r,  χ_r = d⟨Jz⟩/dh at h = 0.

With J_nm = ⟨n|Jz|m⟩, second-order perturbation theory gives E_n(h) = E_n − hJ_nn − h² Σ′_m |J_nm|²/(E_m − E_n), the primed sum running over states of other levels. From ⟨Jz⟩ = T ∂ln Z/∂h = Σ_n (−∂E_n/∂h) e^(−E_n(h)/T)/Z, with −∂E_n/∂h = J_nn + 2h Σ′_m |J_nm|²/(E_m − E_n) and e^(−E_n(h)/T) = e^(−E_n/T)(1 + hJ_nn/T + …), one collects the terms linear in h. The values J_nn come in opposite pairs within each level by time reversal, so the zero-field moment and the linear change of Z both vanish. With p_n = e^(−E_n/T)/Z this is the Van Vleck formula,

χ_r = Σ_n p_n [ J_nn²/T + 2 Σ′_m |J_nm|²/(E_m − E_n) ].

Measure energies from E₇ and set u = e^(−x), so Z = 2 + 4u. The Curie terms give (25/18 + 65u/9)/T. The second-order terms give 2(40/9)/Δ from Γ7 and 2(40/9)u/(−Δ) from Γ8. Using 1/Δ = 1/(xT),

χ_r T = [25/18 + (65/9)u + (80/9)(1 − u)/x]/(2 + 4u).

The free-ion value of χ_r T is Tr Jz²/6 = 35/12 = J(J+1)/3. Dividing by it, and taking the factor 5/18 out of the bracket so that the prefactor is (12/35)(5/18)(1/2) = 1/21,

f(x) = [5 + 26u + 32(1 − u)/x] / [21(1 + 2u)],  C = (N_A μ_B²/k) g² (35/12).

At x → 0 the numerator is 5 + 26 + 32 = 63 and f = 1. At x → +∞, f → 5/21, the Γ7 doublet alone; at x → −∞, f → 26/42 = 13/21, the Γ8 quartet alone. The effective moment, defined by C = N_A μ_eff²/3k, is 2.5355 μ_B for the free ion, 1.2372 μ_B for Γ7 and 1.9949 μ_B for Γ8. The program tests f against the magnetization found by diagonalizing ℋ − hJ·n in a small field, for three gaps, five temperatures and three directions n, to a relative accuracy of 10⁻⁸.

The numbers

Take the round model value Δ = 300 K (25.85 meV, B₄ = 0.8333 K). With N_A μ_B²/k = 0.37515 cm³ K/mol and g²(35/12) = 15/7, C = 0.80389 cm³ K/mol (1.0102 × 10⁻⁵ m³ K/mol). It is convenient to fit y = C/χ = T/f, which is 1/χ in kelvin.

T = 150 K: x = 2, u = 0.13534, f = (5 + 3.519 + 13.835)/(21 × 1.27068) = 0.83770, y = 179.06 K.
T = 225 K: x = 4/3, u = 0.26360, f = (5 + 6.854 + 17.674)/(21 × 1.52720) = 0.92068, y = 244.38 K.
T = 300 K: x = 1, u = 0.36788, f = (5 + 9.565 + 20.228)/(21 × 1.73576) = 0.95451, y = 314.30 K.

In molar units 1/χ = y/C is 222.74, 304.00 and 390.97 mol/cm³. A Curie law would have y = T. The excess y − T falls from 29.06 K to 14.30 K across the window, so the data climb more slowly than T and a line through them meets the axis at negative temperature.

Fit y = a + bT with equal weights to the 151 points from 150 K to 300 K in steps of 1 K. The moments are ⟨T⟩ = 225.0 K, ⟨y⟩ = 245.140 K, Var T = (151² − 1)/12 K² = 1900.0 K² and Cov(T,y) = 1719.44 K². Then

b = 1719.44/1900.0 = 0.90497
a = 245.140 − 0.90497 × 225.0 = 41.52 K.

Since 1/χ = (b/C)(T + a/b), comparison with (T − θ)/C_fit gives θ = −a/b and C_fit = C/b:

θ_fit = −41.52/0.90497 = −45.88 K
C_fit = 0.80389/0.90497 = 0.8883 cm³ K/mol,  μ_fit = 2.5355/√0.90497 = 2.665 μ_B.

The line describes the points well: R² = 0.99969, and the largest residual is 1.79 K in y, which is 1.0 % of 1/χ. The fitted moment is 5 % above the free-ion value. An ion with no neighbours has returned θ ≈ −46 K from a fit that looks straight. The same fit made to the diagonalization data agrees within the asserted 10⁻⁵ K.

The origin of the effect

In the second-order term of the Van Vleck formula, exchange the names n and m in half of the sum. This turns 2p_n/(E_m − E_n) into (p_n − p_m)/(E_m − E_n). Because (E_m − E_n)/T = ln(p_n/p_m),

χ_r T = Σ_nm |J_nm|² ℓ_nm,  ℓ_nm = (p_n − p_m)/ln(p_n/p_m),

with ℓ_nm = p_n inside a level. The thermal mean square has the same structure with the arithmetic mean: ⟨Jz²⟩ = Σ_nm |J_nm|² p_n = Σ_nm |J_nm|² (p_n + p_m)/2. Put t = (E_m − E_n)/2T, so that p_n/p_m = e^(2t). Then (p_n − p_m)/(p_n + p_m) = tanh t and

ℓ_nm = ½(p_n + p_m)(tanh t)/t,

which is below the arithmetic mean for every t ≠ 0. In cubic symmetry ⟨Jx²⟩ = ⟨Jy²⟩ = ⟨Jz²⟩ and the three add to J(J+1), so ⟨Jz²⟩ = 35/12 at every temperature. The size of the fluctuating moment is never reduced. What is reduced is the response of the part of Jz that connects different levels: that part oscillates at the frequency of the gap, and its static response is the fraction (tanh t)/t of what the Curie law would assign to the same mean square. For Ce³⁺ the pairs Γ7–Γ8 and Γ8–Γ7 carry total weight 80/9, p₇ = 1/Z, p₈ = u/Z, and

1 − f = (12/35)(80/9)[(1 + u)/2 − (1 − u)/x]/(2 + 4u) = (16/21)[(1 + u) − 2(1 − u)/x]/(1 + 2u).

The direct subtraction 21(1 + 2u) − 5 − 26u − 32(1 − u)/x = 16 + 16u − 32(1 − u)/x confirms it. The constancy of ⟨Jz²⟩ and this form of 1 − f are both tested against diagonalization.

For the series, (1 − u)/x = Σ_n (−x)ⁿ/(n+1)!, so the bracket has coefficients (−1)ⁿ[1/n! − 2/(n+1)!] for n ≥ 1 and 2 − 2 = 0 for n = 0. These are 0 for n = 1, 1/6 for n = 2, −1/12 for n = 3. With 1 + 2u = 3(1 − 2x/3 + …), the quotient is (1/3)[x²/6 + x³(1/9 − 1/12) + …] = (1/3)[x²/6 + x³/36 + …]. Multiplying by 16/21,

f = 1 − (8/189)x² − (4/567)x³ + …,
y = T + (8/189)Δ²/T + (4/567)Δ³/T² + ….

So α = 8/189 > 0. The symbolic expansion in the program gives the next coefficient of f as +26/8505.

The correct statement

For an isolated J = 5/2 ion in a cubic field, in linear response, for Δ ≠ 0 of either sign:

(a) the asymptotic intercept θ∞ = lim (T − C/χ) for T → ∞ is zero;
(b) χT rises and χ falls with T at every temperature, and the tangent intercept is negative everywhere;
(c) a two-parameter straight-line least-squares fit of 1/χ against T, on any set of at least two distinct temperatures with any positive weights, gives θ_fit < 0;
(d) for T ≫ |Δ| the intercept fades as Δ²/T.

A negative fitted θ is what any susceptibility with falling χ and rising χT produces. Antiferromagnetic exchange in mean field, χT = C/(1 + |θ|/T), is one way to make χT rise, and a crystal field is another.

Proof of (a)

The expansion below and the resulting formula for θ∞ hold for any crystal field; cubic symmetry enters only at the last step, where it makes θ∞ vanish. Expanding to first order in 1/T, (e^(−E_n/T) − e^(−E_m/T))T/(E_m − E_n) = 1 − (E_n + E_m)/2T + …, which also covers E_n = E_m, and Z = 6(1 − Tr ℋ/6T + …). Since Σ_nm |J_nm|² = Tr Jz² and Σ_nm |J_nm|²(E_n + E_m)/2 = Σ_n E_n ⟨n|Jz²|n⟩ = Tr(Jz²ℋ),

χ_r T = (Tr Jz²/6)[1 − Tr(Jz²ℋ)/(T Tr Jz²) + Tr ℋ/6T + …].

The Curie–Weiss form expands as χT = C(1 + θ/T + …), so

θ∞ = −[Tr(Jz²ℋ)/Tr Jz² − Tr ℋ/6].

For cubic ℋ the threefold rotation gives Tr(Jx²ℋ) = Tr(Jy²ℋ) = Tr(Jz²ℋ), each equal to one third of J(J+1) Tr ℋ, namely (35/12) Tr ℋ. Dividing by 35/2 gives Tr ℋ/6, and θ∞ = 0. At T = 10⁶ K diagonalization gives T − y = −0.0038 K for Δ = 300 K, which is the residual −(8/189)Δ²/T.

The cubic assumption is needed. Add B₂O₂⁰ with O₂⁰ = 3Jz² − 35/4, which is traceless. With Σ M⁴ = 2(625 + 81 + 1)/16 = 707/8, Tr(Jz²O₂⁰) = 2121/8 − (35/4)(35/2) = 112, and θ∞ along z is −112B₂/(35/2) = −(32/5)B₂. Along x, rotation about z gives Tr(Jx²O₂⁰) = Tr(Jy²O₂⁰) = ½Tr[(35/4 − Jz²)O₂⁰] = −56, so θ∞ = +(16/5)B₂. For B₂ = −2 K the tested values are +12.80 K along z and −6.40 K along x. Only the second-degree part of ℋ enters θ∞, because fourth-degree operators are trace-orthogonal to Jx², Jy² and Jz². A single crystal whose field contains a second-degree term such as B₂O₂⁰ therefore has genuine asymptotic intercepts of both signs with no exchange. They sum to zero over three axes, so the direction-averaged χ of a powder again has θ∞ = 0.

Proof of (b)

Write f = N/(21D) with N = 5 + 26u + 32(1 − u)/x and D = 1 + 2u. Primes denote d/dx, and u′ = −u. Then N′ = −26u + 32u/x − 32(1 − u)/x² and D′ = −2u. In N′D − ND′ the terms free of x are −26u(1 + 2u) + 2u(5 + 26u) = −16u, the terms in 1/x are 32u(1 + 2u) + 64u(1 − u) = 96u, and the term in 1/x² is −32(1 − u)(1 + 2u) = −32(1 + u − 2u²). Taking out −16u/x²,

f′ = −16uG/(21x²D²),  G = x² − 6x + 2 + 2eˣ − 4e⁻ˣ.

The derivatives of G are G′ = 2x − 6 + 2eˣ + 4e⁻ˣ, G″ = 2 + 2eˣ − 4e⁻ˣ and G‴ = 2eˣ + 4e⁻ˣ. At x = 0, G, G′ and G″ all vanish, and G‴ is positive everywhere. So G″ increases through zero and has the sign of x; G′ then has its minimum, zero, at x = 0 and is positive elsewhere; G increases through zero and has the sign of x. Hence xf′ < 0 for x ≠ 0, and since dx/dT = −x/T,

df/dT = −xf′/T > 0.

This part has derived f(x), found θ_fit = −45.88 K for the example, and proved (a) and the first claim of (b), that χT rises with T. It remains to prove that χ falls and that the tangent intercept is negative, then (c) and (d), and to treat the window dependence, exchange and the limits of the model.
